# The McMillan factor and the Lennard-Jones wall in the local energy

## The problem

Consider $N$ identical bosons of mass $m$ in three dimensions, interacting through the Lennard-Jones pair potential

$$V(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right].$$

The trial function is a product of McMillan factors over all pairs,

$$\Psi=\prod_{i<j}f(r_{ij}),\qquad f(r)=\exp\left[-\frac12\left(\frac br\right)^5\right],\qquad b>0.$$

The power 5 acts on $b/r$, and the factor $\tfrac12$ multiplies the result. In variational Monte Carlo one samples configurations from $\Psi^2$ and averages the local energy $E_L=\Psi^{-1}H\Psi$. Since $f\to1$ at large distance, $\Psi^2$ can be normalized only if the particles are kept in a finite volume, such as a simulation box; the analysis below concerns short distances only. When two particles approach each other, the potential part of $E_L$ grows as $r^{-12}$.

(a) For which $b$ does the kinetic part cancel this $r^{-12}$ divergence when one pair closes and all other distances stay finite?

(b) Is the local energy then finite as $r\to0$?

The algebra uses atomic units, so $\hbar=1$. Numbers are given in eV and Å.

## A tempting solution

Place one particle of the pair at the origin and let the other approach it. The moving particle has kinetic energy operator $-\nabla^2/(2m)$. Near the origin the most singular part of $\nabla^2f/f$ is the square of the logarithmic derivative of $f$. Since $\ln f=-\tfrac12b^5r^{-5}$,

$$\frac{d\ln f}{dr}=\frac52\frac{b^5}{r^6},\qquad \frac{\nabla^2f}{f}\approx\frac{25}{4}\frac{b^{10}}{r^{12}}.$$

The kinetic term is then $-25b^{10}/(8mr^{12})$. Setting it against the repulsion $4\varepsilon\sigma^{12}/r^{12}$ gives

$$b^{10}=\frac{32\,m\varepsilon\sigma^{12}}{25}\qquad\text{(wrong)}.$$

The divergence has been removed, so the local energy is finite at contact (also wrong).

## Where it fails

The first fault is the fixed particle. Such a picture suits an electron near a nucleus that is clamped in the Hamiltonian. Here the Hamiltonian contains a kinetic term for each boson,

$$H=-\frac1{2m}\sum_k\nabla_k^2+\sum_{i<j}V(r_{ij}),$$

and $f(r_{ij})$ depends on both $\mathbf r_i$ and $\mathbf r_j$. Both Laplacians act on it, and by symmetry they give equal results. Holding particle $j$ at the origin is a legitimate choice of the point at which $E_L$ is evaluated, but it does not remove the derivative with respect to $\mathbf r_j$. The kinetic term above is therefore too small by a factor of two.

This error does not leave a small remainder. With the wrong $b$, the true kinetic term is twice the one that was balanced against the wall, namely $-8\varepsilon\sigma^{12}/r^{12}$. Adding the repulsion leaves $-4\varepsilon\sigma^{12}/r^{12}$, a divergence as strong as the original one and of opposite sign.

The second fault is the last sentence of the argument. Terms less singular than $r^{-12}$ were dropped, which is permissible for finding the condition on $b$. Once the leading term has gone, however, the dropped terms decide whether $E_L$ is finite, so they must be kept.

## The pair calculation

For any positive $\Psi$, write $\nabla_k\Psi=\Psi\,\nabla_k\ln\Psi$ and take the divergence. The product rule gives

$$\frac{\nabla_k^2\Psi}{\Psi}=\nabla_k^2\ln\Psi+|\nabla_k\ln\Psi|^2. \tag{1}$$

Begin with two particles, for which $\Psi=f(r)$ and $r=|\mathbf r_i-\mathbf r_j|$. Let $\mathbf n=(\mathbf r_i-\mathbf r_j)/r$ and

$$g(r)=\frac{d\ln f}{dr}=\frac52\frac{b^5}{r^6}.$$

The two gradients are $\nabla_i\ln f=g\,\mathbf n$ and $\nabla_j\ln f=-g\,\mathbf n$. Their squares are both $g^2$.

The Laplacian of $\ln f$, which is the same for either particle, follows from the radial formula in three dimensions:

$$\nabla^2\ln f=\frac{dg}{dr}+\frac2r g=-15\frac{b^5}{r^7}+5\frac{b^5}{r^7}=-10\frac{b^5}{r^7}.$$

Equation (1) then gives, for each particle,

$$\frac{\nabla^2f}{f}=\frac{25}{4}\frac{b^{10}}{r^{12}}-10\frac{b^5}{r^7}. \tag{2}$$

Two such terms, each multiplied by $-1/(2m)$, amount to one multiplied by $-1/m$. This is the kinetic operator of the relative motion, whose reduced mass is $m/2$. Adding the potential and collecting powers, we find the pair energy

$$E_2(r)=\left[4\varepsilon\sigma^{12}-\frac{25b^{10}}{4m}\right]\frac1{r^{12}}+\frac{10b^5}{m r^7}-\frac{4\varepsilon\sigma^6}{r^6}. \tag{3}$$

The bracket vanishes when $25b^{10}/(4m)=4\varepsilon\sigma^{12}$. Multiplying by $4m/25$ gives

$$b^{10}=\frac{16\,m\varepsilon\sigma^{12}}{25}. \tag{4}$$

To restore $\hbar$, note that the kinetic coefficient $1/m$ stands for $\hbar^2/m$. Replacing $m$ by $m/\hbar^2$ gives

$$\boxed{\,b^{10}=\frac{16\,m\varepsilon\sigma^{12}}{25\,\hbar^2}\,}$$

There is one positive solution, because $b^{10}$ increases steadily with $b$. For a smaller $b$ the wave function is not steep enough, the wall wins, and $E_2\to+\infty$ as $r^{-12}$. For a larger $b$ the negative kinetic term wins and $E_2\to-\infty$ with the same power. The kinetic part of a local energy can be negative: it is the value of $-\nabla^2\Psi/(2m\Psi)$ at a point, and it is negative where $\Psi$ curves away from zero, as it does deep inside the repulsive wall. By (2), the pair kinetic term is negative where $(b/r)^5>8/5$.

## What remains at contact

At the critical $b$, the positive square root of (4) is

$$b^5=\frac45\sqrt{m\varepsilon}\,\sigma^6.$$

The second term of (3) becomes

$$\frac{10b^5}{m r^7}=8\sqrt{\frac{\varepsilon}{m}}\,\frac{\sigma^6}{r^7}
=\frac{4\varepsilon\sigma^6}{r^6}\,\frac{2}{\sqrt{m\varepsilon}\,r}.$$

The pair energy therefore takes the form

$$E_2(r)=\frac{4\varepsilon\sigma^6}{r^6}\left(\frac{r_0}{r}-1\right),\qquad r_0=\frac{2\hbar}{\sqrt{m\varepsilon}}, \tag{5}$$

with $\hbar$ restored in $r_0$. This answers part (b): the local energy is not finite. It still diverges to $+\infty$, now as $r^{-7}$. The condition on $b$ removes the leading divergence and leaves a weaker one.

The pair energy changes sign at $r_0$. This length does not depend on $\sigma$, which enters (5) through the overall factor alone. A heavier particle or a deeper well makes $r_0$ shorter.

## Do the other particles change the condition?

Now restore the other $N-2$ particles, the spectators. Define the sum of their logarithmic factors at a point $\mathbf x$,

$$W(\mathbf x)=\sum_{k\ne i,j}\ln f(|\mathbf x-\mathbf r_k|).$$

It is smooth near the closing pair because the spectators stay at finite distance. The gradients for the two close particles are

$$\nabla_i\ln\Psi=g\,\mathbf n+\nabla W(\mathbf r_i),\qquad
\nabla_j\ln\Psi=-g\,\mathbf n+\nabla W(\mathbf r_j).$$

Squaring and adding them produces the pair term $2g^2$, finite terms $|\nabla W|^2$, and the cross term

$$2g\,\mathbf n\cdot\left[\nabla W(\mathbf r_i)-\nabla W(\mathbf r_j)\right].$$

The Laplacians of $W$, the spectators' own kinetic terms and their potential energies are finite too. The cross term is thus the one new contribution that can diverge.

Let $\mathbf R$ be the midpoint of the pair, so that $\mathbf r_i=\mathbf R+r\mathbf n/2$ and $\mathbf r_j=\mathbf R-r\mathbf n/2$. In the difference of the two gradients the even orders in $r$ cancel, which leaves

$$\nabla W(\mathbf r_i)-\nabla W(\mathbf r_j)=r\,\mathsf H\mathbf n+O(r^3),$$

where $\mathsf H$ is the matrix of second derivatives of $W$ at $\mathbf R$. Multiplying the cross term by $-1/(2m)$ and inserting $g$, we obtain

$$\Delta E=-\frac{5b^5}{2m}\,\frac{\mathbf n\cdot\mathsf H\mathbf n}{r^5}+O(r^{-3}). \tag{6}$$

The spectators therefore affect neither condition (4) nor the $r^{-7}$ and $r^{-6}$ terms. The cancellation of the zeroth order uses the fact that both particles feel the same function $W$. If they had different factors with the spectators, the difference of gradients would in general stay finite, and the cross term would grow as $r^{-6}$.

The cancellation is guaranteed as long as no third particle joins the closing pair. Two separate pairs that close at different places each keep the cancellation, because each pair stays at finite distance from the other and acts on it as two spectators. Suppose instead that three particles shrink together as an equilateral triangle of side $r$. At each vertex two gradients of size $g$ meet at $60^\circ$, so the square of their sum contains the extra term $2g^2\cos60^\circ=g^2$. The three vertices contribute $-3g^2/(2m)$ to the energy. At the critical $b$, $g^2/m=4\varepsilon\sigma^{12}/r^{12}$, so a term $-6\varepsilon\sigma^{12}/r^{12}$ survives. A product of pair factors with this $b$ does not cancel the $r^{-12}$ divergence at such a triple approach. The size and sign of the surviving term depend on the shape. For three equally spaced particles on a line with spacing $r$, the two gradients at the middle particle are opposed and give the extra term $-2g^2$. At each end particle a gradient $g$ is parallel to one of size $g/64$, from the pair at distance $2r$, which gives $g^2/32$. The extra terms add up to $-31g^2/16$, so a positive term $+\tfrac{31}{8}\varepsilon\sigma^{12}/r^{12}$ survives. Since the coefficient changes continuously as the triangle is opened from $60^\circ$ to $180^\circ$, it vanishes at some angle in between.

## Numbers for a model system

Take the round parameters $m=4$ atomic mass units, $\varepsilon=0.001$ eV and $\sigma=2.5$ Å. Then $\hbar^2/m=1.04504\times10^{-3}$ eV Å$^2$. Dividing the condition by $\sigma^{10}$ gives

$$\left(\frac b\sigma\right)^{10}=\frac{16}{25}\,\frac{\varepsilon\sigma^2}{\hbar^2/m}
=\frac{0.64\times0.001\times6.25}{1.04504\times10^{-3}}=3.828.$$

The tenth root of the unrounded value is $1.14365$, so $b=2.859$ Å, or $5.403$ bohr. A root search that knows only the definition of the local energy, applied at $r=0.01$ Å, gives the same value to all printed digits.

The sign-change radius is

$$r_0=2\sqrt{\frac{\hbar^2/m}{\varepsilon}}=2\sqrt{1.04504}\ \text{Å}=2.045\ \text{Å},$$

or $3.864$ bohr. With $4\varepsilon\sigma^6=0.97656$ eV Å$^6$, equation (5) gives at $r=1$ Å

$$E_2=0.97656\,(2.04454-1)\ \text{eV}=1.020\ \text{eV}.$$

This is the sum of a potential energy of $237.442$ eV and a kinetic term of $-236.422$ eV. The next table shows the pair energy at the critical $b$ and for changes of 5% either way.

| $r$ (Å) | $E_2$ at $0.95b$ (eV) | $E_2$ at $b$ (eV) | $E_2$ at $1.05b$ (eV) |
|---|---|---|---|
| 0.5 | $3.92\times10^5$ | $193$ | $-6.14\times10^5$ |
| 1.0 | $96.2$ | $1.02$ | $-148$ |
| 1.5 | $0.742$ | $0.0311$ | $-1.09$ |
| 2.5 | $1.36\times10^{-4}$ | $-7.29\times10^{-4}$ | $-2.34\times10^{-3}$ |

The middle column still grows as $r$ decreases. By (5), $E_2$ has its minimum at $7r_0/6=2.385$ Å and rises steadily below that radius, driven by the surviving $r^{-7}$ term. The outer columns show how sensitive the cancellation is: the tenth power turns a change of 5% in $b$ into a change of $-40\%$ or $+63\%$ in the kinetic $r^{-12}$ coefficient. The tempting solution would give a value of $b$ larger by the factor $2^{1/10}=1.072$, which lies beyond the last column. Its $r^{-12}$ coefficient would be $-238$ eV Å$^{12}$ instead of zero.

For the many-particle result, the midpoint of the closing pair was placed at the origin with $\mathbf n=(1,2,2)/3$, and two spectators at $(3.5,\,0,\,0.5)$ Å and $(-1,\,3,\,2)$ Å. The value and the sign of the curvature depend on this geometry. The curvature of $W$ along the pair direction is $\mathbf n\cdot\mathsf H\mathbf n=-0.18081$ Å$^{-2}$. The coefficient $10\hbar^2b^5/m$ of the $r^{-7}$ term is $1.99662$ eV Å$^7$, and the prefactor in (6) is one quarter of it. The predicted $r^{-5}$ coefficient is therefore

$$\frac{1.99662}{4}\times0.18081=0.09025\ \text{eV Å}^5.$$

The four-particle local energy, computed by differentiating $\Psi$ numerically, gives $0.09025$ eV Å$^5$ at $r=0.01$ Å after the pair energy is subtracted. At the same separation $r^7E_L=1.98687$ eV Å$^7$. This is below $1.99662$ by about 0.5%, in agreement with the relative correction $-r/r_0$ in (5).

## Can the leftover be removed?

The $r^{-7}$ term can be cancelled by changing the short-range form to $r^2f(r)$. The logarithmic derivative becomes $g+2/r$, whose square is

$$g^2+\frac{4g}{r}+\frac4{r^2}=g^2+\frac{10b^5}{r^7}+\frac4{r^2}.$$

The added logarithm $2\ln r$ has the Laplacian $-2/r^2+4/r^2=2/r^2$. Together with $\nabla^2\ln f=-10b^5/r^7$, these terms give

$$\frac{\nabla^2(r^2f)}{r^2f}=\frac{25}{4}\frac{b^{10}}{r^{12}}+\frac6{r^2}.$$

At the critical $b$ the pair energy is then $-4\varepsilon\sigma^6/r^6-6\hbar^2/(mr^2)$. At $r=1$ Å this equals $-0.983$ eV. The local energy still diverges, now as $r^{-6}$ and towards $-\infty$. The factor $r^2$ grows at large distance, so this form can serve only as the short-range part of a trial function.

## What the condition does for a simulation

A divergent local energy does not by itself imply a divergent variance, because $\Psi^2$ is extremely small where the divergence occurs. For a pair, the square of an $r^{-12}$ term is weighted by $f^2$ and the volume element $r^2\,dr$. With the substitution $t=(b/r)^5$, we have $r=bt^{-1/5}$ and $dr=-(b/5)t^{-6/5}dt$. The minus sign reverses the limits, and

$$\int_0^\infty r^{-22}e^{-(b/r)^5}dr
=\frac1{5b^{21}}\int_0^\infty t^{22/5-6/5}e^{-t}\,dt
=\frac{\Gamma(21/5)}{5b^{21}}.$$

This is finite for every $b>0$; its value is $1.5513/b^{21}$. The same exponential suppresses the weaker inverse powers at short range. The critical $b$ is thus not needed to keep the short-range contribution of a closing pair to the variance finite.

The example shows how strong the suppression is. From the $r^{-7}$ coefficient, $b^5=1.99662/(10\times1.04504\times10^{-3})=191$ Å$^5$. Relative to its value at large separation, $f^2$ is therefore $e^{-191}$ at $r=1$ Å. At $r_0$ the exponent is $(b/r_0)^5=5.35$ and $f^2$ is about $0.005$. Sampling from $\Psi^2$ seldom reaches the region where the divergence is dramatic.

What the condition provides is, first, a pair function whose exponent has the correct leading behaviour inside the wall. To see this, take an exact spherically symmetric two-particle state $\psi(r)$ of finite energy $E$ and let $h=d\ln\psi/dr$. By (1) it obeys $dh/dr+2h/r+h^2=m(V-E)$. As $r\to0$ the right side grows as $4m\varepsilon\sigma^{12}/r^{12}$. This is matched by $h^2$, since $h\propto r^{-6}$ makes the other two terms only of order $r^{-7}$. The solution that vanishes at contact has $h>0$, so $h\approx2\sqrt{m\varepsilon}\,\sigma^6/r^6$, which is $g$ at the critical $b$. The agreement concerns the exponent only. The right side has no $r^{-7}$ term, so at the next order $h\approx g+2/r$, the form found above for $r^2f$, and $\psi/f$ vanishes as $r^2$ at contact. Second, well inside the wall the critical $b$ gives a much smaller $|E_2|$ than a $b$ changed by 5% either way, as the rows of the table up to $r=1.5$ Å show; at $r=2.5$ Å this no longer holds. At a fixed nonzero $r$ below $r_0$, a slightly larger $b$ makes $|E_2|$ smaller still wherever $(b/r)^5>4/5$. There, by (3), the small negative $r^{-12}$ term grows faster with $b$ than the positive $r^{-7}$ term does. In the example this covers every $r<r_0$, since $(b/r_0)^5=5.35$; for lighter particles it can fail near $r_0$. Only the critical $b$ removes the $r^{-12}$ term as $r\to0$. It is a statement about short distances. It does not show that this $b$ minimizes the variational energy, which also depends on the behaviour of $\Psi$ at the distances where the particles spend most of their time.

## Values computed for the example and the checks

```
mass: 4.0 atomic mass units
well depth eps: 0.0010 eV
length sigma: 2.50 angstrom
hbar^2/m: 1.045040e-03 eV angstrom^2
critical b, formula: 2.859122 angstrom
critical b, root search at r = 0.01 angstrom: 2.859122 angstrom
critical b: 5.402958 bohr
critical b/sigma: 1.14365 (no unit)
sign-change radius r0: 2.04454 angstrom
sign-change radius r0: 3.86363 bohr
potential r^-12 coefficient: 238.4186 eV angstrom^12
remaining r^-7 coefficient: 1.99662 eV angstrom^7
attractive r^-6 coefficient: -0.97656 eV angstrom^6
Pair at critical b: r (angstrom), kinetic, potential, total (eV)
  0.50  -9.763069e+05  9.765000e+05  1.930680e+02
  1.00  -2.364220e+02  2.374420e+02  1.020062e+00
  1.50  -1.720717e+00  1.751841e+00  3.112390e-02
  2.50  -7.287299e-04  5.409948e-133  -7.287299e-04
Pair total: r (angstrom), with 0.95 b and 1.05 b (eV)
  0.50  3.919937e+05  -6.138912e+05
  1.00  9.623696e+01  -1.483685e+02
  1.50  7.420393e-01  -1.092231e+00
  2.50  1.362987e-04  -2.340517e-03
Pair total with extra factor r^2: r (angstrom), energy (eV)
  0.50  -6.252508e+01
  1.00  -9.828327e-01
  1.50  -8.852065e-02
  2.50  -5.003238e-03
first spectator position: 3.5, 0.0, 0.5 angstrom
second spectator position: -1.0, 3.0, 2.0 angstrom
pair direction n: 0.3333, 0.6667, 0.6667 (no unit), midpoint at origin
spectator curvature n.H.n: -0.180810 angstrom^-2
predicted r^-5 coefficient: 0.090253 eV angstrom^5
Four particles: r (angstrom), r^7 E (eV angstrom^7), r^5 (E - E_pair) (eV angstrom^5)
  0.04  1.957707  0.090255
  0.02  1.977130  0.090253
  0.01  1.986868  0.090253
integral of x^-22 exp(-x^-5) over x > 0: 1.551338 (no unit)
```
